# Isotropic Gilbert damping and thermal field from three ohmic oscillator baths

**Q.** I distrust friction added to a spin equation by hand. A spin has no mass and no velocity in the usual sense, and its length must not shrink. What mechanical system do you start from?

**A.** From a classical angular momentum $\mathbf S$ of fixed length $S$, with brackets $\{S_a,S_b\}=\epsilon_{abc}S_c$ and its own energy $E(\mathbf S)$. Each Cartesian axis $a=x,y,z$ has its own set of oscillators. The three sets are independent but have the same masses $m_k$, frequencies $\omega_k$ and couplings $c_k$:

$$\mathcal H=E(\mathbf S)+\sum_{a,k}\left[\frac{p_{ka}^2}{2m_k}+\frac{m_k\omega_k^2q_{ka}^2}{2}-c_kq_{ka}S_a\right].$$

Define $\mathbf b=-\partial E/\partial\mathbf S$ and $F_a=\sum_kc_kq_{ka}$, so that $\partial\mathcal H/\partial\mathbf S=-(\mathbf b+\mathbf F)$. The brackets give

$$\dot S_a=\{S_a,\mathcal H\}=\epsilon_{abc}\frac{\partial\mathcal H}{\partial S_b}S_c=\left(\frac{\partial\mathcal H}{\partial\mathbf S}\times\mathbf S\right)_a .$$

Exchanging the factors of the cross product removes the minus sign:

$$\dot{\mathbf S}=\mathbf S\times(\mathbf b+\mathbf F).$$

Since $\mathbf S\cdot\dot{\mathbf S}=0$, the length is conserved whatever the oscillators do. They can turn the spin but cannot shorten it.

**Q.** That equation is reversible and has no damping. The oscillators are still in it.

**A.** They can be removed exactly, because each is linear. Hamilton's equations give $m_k\ddot q_{ka}=-m_k\omega_k^2q_{ka}+c_kS_a$, with the solution

$$q_{ka}(t)=q_{ka}(0)\cos\omega_kt+\frac{p_{ka}(0)}{m_k\omega_k}\sin\omega_kt+\frac{c_k}{m_k\omega_k}\int_0^t\sin\omega_k(t-s)\,S_a(s)\,ds .$$

A drag must involve the rate of change of $\mathbf S$, so integrate by parts. Because $\sin\omega_k(t-s)=\omega_k^{-1}\,\frac{d}{ds}\cos\omega_k(t-s)$, the last term equals

$$\frac{c_k}{m_k\omega_k^2}\left[S_a(t)-S_a(0)\cos\omega_kt-\int_0^t\cos\omega_k(t-s)\,\dot S_a(s)\,ds\right].$$

Multiply by $c_k$, sum over $k$, and define

$$K(t)=\sum_k\frac{c_k^2}{m_k\omega_k^2}\cos\omega_kt,\qquad \kappa=K(0),$$

$$\xi_a(t)=\sum_kc_k\left[\left(q_{ka}(0)-\frac{c_kS_a(0)}{m_k\omega_k^2}\right)\cos\omega_kt+\frac{p_{ka}(0)}{m_k\omega_k}\sin\omega_kt\right].$$

Then

$$\mathbf F(t)=\boldsymbol\xi(t)+\kappa\mathbf S(t)-\int_0^tK(t-s)\,\dot{\mathbf S}(s)\,ds .$$

Nothing has been approximated. In a test with three oscillators per axis and random initial data, the two sides agreed to $2\times10^{-11}$, with spin length and $b$ of order one.

**Q.** The term $\kappa\mathbf S$ worries me. For a broad bath $\kappa$ is huge. Must you not add a counterterm to cancel it?

**A.** Not here. The torque it produces is $\mathbf S\times\kappa\mathbf S=0$. In energy terms, the bath adds $-\kappa\mathbf S^2/2$, which is constant on the sphere.

This relies on the three baths having equal static sums $\kappa$, which identical baths guarantee. With unequal static sums $\kappa_a$ the added energy is $-\frac12\sum_a\kappa_aS_a^2$, a magnetic anisotropy. Take the extreme case of one bath, on the $z$ axis, with $\mathbf b=0$ and no noise. The force is along $z$, so $\dot S_z=0$. The drag, which contains only $\dot S_z$, vanishes too, and what remains is

$$\dot{\mathbf S}=\kappa S_z\,\mathbf S\times\hat{\mathbf z}.$$

The spin precesses for ever at the rate $\kappa S_z$ and never relaxes towards the axis. A simulation of the spin with such a bath, over a predicted turn of 5.98 rad, ended within $9\times10^{-4}$ of the predicted direction, relative to the spin length. With three equal baths and the same start, the spin stayed at rest to rounding error.

**Q.** You still have a memory integral, not a Gilbert torque. Where does "ohmic" enter?

**A.** In the distribution of couplings over frequency. Define

$$J(\omega)=\frac\pi2\sum_k\frac{c_k^2}{m_k\omega_k}\delta(\omega-\omega_k),\qquad\text{so that}\qquad K(t)=\frac2\pi\int_0^\infty\frac{J(\omega)}{\omega}\cos\omega t\,d\omega .$$

For motion at frequency $\omega$, the part of the drag in phase with $\dot{\mathbf S}$ has the coefficient $\int_0^\infty K(u)\cos\omega u\,du=J(\omega)/\omega$. A damping constant independent of frequency therefore requires $J=\eta\omega$, which is the ohmic case. If $J\propto\omega^s$ with $s\ne1$, the coefficient varies as $\omega^{s-1}$ and no single Gilbert constant exists.

**Q.** With $J=\eta\omega$ you get $K=2\eta\,\delta(t)$, and the delta function sits at the end of the integration range. Is the drag $2\eta\dot{\mathbf S}$, or half of that?

**A.** Half, and a smooth cutoff settles it. Take $J=\eta\omega\,e^{-\omega^2/2\omega_c^2}$. The Gaussian integral gives

$$K(t)=\eta\sqrt{\frac2\pi}\,\omega_c\,e^{-\omega_c^2t^2/2}.$$

Its area over positive times is $\eta$, and its first moment is

$$\int_0^\infty uK(u)\,du=\eta\tau,\qquad \tau=\sqrt{\frac2\pi}\,\frac1{\omega_c}.$$

For a smoothly moving spin, put $u=t-s$ and expand $\dot{\mathbf S}(t-u)=\dot{\mathbf S}(t)-u\ddot{\mathbf S}(t)+\dots$. Once $t\gg1/\omega_c$,

$$\int_0^tK(t-s)\,\dot{\mathbf S}(s)\,ds=\eta\dot{\mathbf S}-\eta\tau\ddot{\mathbf S}+\dots$$

As $\omega_c\to\infty$ the second term vanishes, and

$$\dot{\mathbf S}=\mathbf S\times(\mathbf b+\boldsymbol\xi)-\eta\,\mathbf S\times\dot{\mathbf S}.$$

The coefficient is the same for every axis, so the torque is isotropic. Axis-dependent coefficients $\eta_a$ would replace $\eta\dot{\mathbf S}$ by the vector with components $\eta_a\dot S_a$.

**Q.** How do I know that this sign removes energy?

**A.** Set $\boldsymbol\xi=0$ and let $\mathbf b$ have no explicit time dependence. The equation reads $\dot{\mathbf S}=\mathbf S\times(\mathbf b-\eta\dot{\mathbf S})$. Its right side is perpendicular to the bracket, so $\dot{\mathbf S}\cdot\mathbf b=\eta|\dot{\mathbf S}|^2$. Hence

$$\frac{dE}{dt}=-\mathbf b\cdot\dot{\mathbf S}=-\eta|\dot{\mathbf S}|^2\le0 .$$

The energy goes into the oscillators. A finite set would eventually return it; a continuous spectrum postpones the return indefinitely.

The limit was tested by simulating the spin and all its oscillators with a cold bath. The settings were $S=b=1$, $\eta=0.2$, an initial tilt of 1.2 rad and a duration of 5. The distance of the final spin from the Gilbert solution, relative to the spin length, was 0.0123 for $\omega_c=20$ and 0.0061 for $\omega_c=40$. It halves when the cutoff doubles, as an error of first order in $\tau$ should.

**Q.** You call $\boldsymbol\xi$ noise, but it is a definite function of the initial data.

**A.** It becomes noise when those data are known only statistically. Let the bath be in classical equilibrium at temperature $T$ for the given $\mathbf S(0)$. Completing the square in its energy gives

$$\frac{m_k\omega_k^2q_{ka}^2}2-c_kq_{ka}S_a=\frac{m_k\omega_k^2}2\left(q_{ka}-\frac{c_kS_a}{m_k\omega_k^2}\right)^2-\frac{c_k^2S_a^2}{2m_k\omega_k^2}.$$

The displaced coordinate $\delta q_{ka}$ is the combination that appears in $\xi_a$. It has zero mean and variance $k_BT/(m_k\omega_k^2)$; the momentum has variance $m_kk_BT$; the two are uncorrelated. Therefore

$$\langle\xi_a(t)\xi_b(t')\rangle=\delta_{ab}\sum_k\frac{c_k^2k_BT}{m_k\omega_k^2}\left[\cos\omega_kt\cos\omega_kt'+\sin\omega_kt\sin\omega_kt'\right]=\delta_{ab}\,k_BT\,K(t-t').$$

The kernel that produces the drag also fixes the noise. Here both signs of $t-t'$ occur, so the full area $2\eta$ counts:

$$\langle\xi_a(t)\xi_b(t')\rangle\to2\eta k_BT\,\delta_{ab}\,\delta(t-t').$$

For a finite cutoff and $t\gg1/\omega_c$, the time integral of one component has the variance

$$2k_BT\int_0^t(t-u)K(u)\,du=2\eta k_BT(t-\tau).$$

With $\eta=k_BT=0.5$, $\omega_c=6$ and $t=10$ this is 4.93, and sampled Boltzmann data gave 4.94, with a sampling error of about 0.03 (60000 Gaussian values, relative error $\sqrt{2/60000}$). White noise would give 5.00, about two sampling errors away.

**Q.** You chose a bath already adapted to the spin. What if it was prepared without knowing about the spin?

**A.** Then the mean of $q_{ka}(0)$ is zero, and $\boldsymbol\xi$ acquires the mean $-K(t)\mathbf S(0)$. The extra torque is $-K(t)\,\mathbf S(t)\times\mathbf S(0)$. With a cold bath, $\mathbf S(t)$ departs from $\mathbf S(0)$ by an amount proportional to $t$. The accumulated torque is then of order $\int tK\,dt=\eta\tau$, which vanishes with growing cutoff. In the cold-bath simulation above, this preparation gave errors of 0.0127 and 0.0063 at the two cutoffs, again halving.

**Q.** The noise multiplies $\mathbf S$. For white noise such a product is ambiguous.

**A.** At any finite cutoff $\boldsymbol\xi$ is smooth and ordinary calculus holds. The white-noise equation is its limit and is read in the Stratonovich sense, which keeps the chain rule and so the length $S$. Could the limit leave an additional drift? With $\mathbf b=0$ it would have to be a vector tangent to the sphere, built from $\mathbf S$ alone and respecting rotation symmetry. No such vector exists. A field $\mathbf b$ turns the spin only by an angle of order $b\tau$ within the memory time, so its effect on such a drift vanishes in the limit.

**Q.** Does this noise lead the spin to the correct equilibrium?

**A.** The equilibrium of the whole system is $e^{-\mathcal H/k_BT}$. Integrating over the displaced oscillators leaves $e^{-E/k_BT}e^{\kappa S^2/2k_BT}$, and the second factor is constant. In equilibrium the spin distribution is thus the Boltzmann one on the sphere, for any cutoff. That the spin actually approaches it is not proved by this argument; the simulation below tests it for one cutoff.

For $E=-bS_z$, let $u=S_z/S$ and $x=bS/k_BT$. The uniform measure on the sphere is uniform in $u$, so

$$\langle u\rangle=\frac{d}{dx}\ln\int_{-1}^1e^{xu}du=\frac{d}{dx}\ln\frac{2\sinh x}{x}=\coth x-\frac1x .$$

At $x=2$ this is 0.537. A simulation of 400 spins with thermal baths, all started along $x$, gave $0.546\pm0.010$ at late times, where the uncertainty is one standard error.

**Q.** A magnetic engineer uses a magnetization direction, a field and a number $\alpha$. Electrons have moments opposite to their angular momenta. Show me the signs.

**A.** In Gaussian units $\boldsymbol\mu=-\gamma\mathbf S$ with $\gamma=ge/(2mc)>0$. Let $\mathbf n=\boldsymbol\mu/\mu$, so $\mathbf S=-S\mathbf n$ and $\mu=\gamma S$. The effective field is $\mathbf H=-\partial E/\partial\boldsymbol\mu$. Since $\partial/\partial\mathbf S=-\gamma\,\partial/\partial\boldsymbol\mu$, we have $\mathbf b=-\gamma\mathbf H$. Define the fluctuating field likewise by $\boldsymbol\xi=-\gamma\mathbf h$. Substitution gives

$$-S\dot{\mathbf n}=-S\,\mathbf n\times[-\gamma(\mathbf H+\mathbf h)]-\eta S^2\,\mathbf n\times\dot{\mathbf n}.$$

The last term contains two factors $-S$, hence $+S^2$. Division by $-S$ yields

$$\dot{\mathbf n}=-\gamma\,\mathbf n\times(\mathbf H+\mathbf h)+\alpha\,\mathbf n\times\dot{\mathbf n},\qquad \alpha=\eta S .$$

The field strength follows from $2\eta k_BT/\gamma^2=2\alpha k_BT/(\gamma^2S)$:

$$\langle h_a(t)h_b(t')\rangle=\frac{2\alpha k_BT}{\gamma\mu}\,\delta_{ab}\,\delta(t-t').$$

**Q.** If $\alpha=\eta S$, does a magnet twice as large have twice the damping?

**A.** Yes if $\eta$ is held fixed, which means one common bath for the whole moment. Suppose instead that each of $N$ aligned atomic spins $s$ has its own baths with coefficient $\eta_1$. The damping torques add to $N\eta_1s^2$ times $\mathbf n\times\dot{\mathbf n}$, while the total spin is $Ns$. Their ratio $\alpha=\eta_1s$ does not depend on volume.

**Q.** Real baths have finite memory. What changes first?

**A.** The term found earlier adds $+\eta\tau\,\mathbf S\times\ddot{\mathbf S}$ to $\dot{\mathbf S}$. For a small tilt from $\mathbf b=b\hat{\mathbf z}$, let $M=S_x+iS_y$. The field term gives $\dot M=-ibM$, and to leading order $\ddot M=-b^2M$. A product $\hat{\mathbf z}\times$ acts as multiplication by $i$, so with $\alpha=\eta S$

$$\dot M\simeq-ibM-\alpha bM-i\alpha\tau b^2M .$$

For small $\alpha$ the precession is faster by the fraction $\alpha b\tau$. With $\alpha=0.05$, $b=1$, $\omega_c=20$ and a duration of 10, the predicted phase lead over the Gilbert solution is 0.01995 rad. The full simulation gave 0.01986 rad.

The sign belongs to this cutoff. In general $\tau$ is the first moment of $K$ divided by $\eta$, and it need not be positive. A bath with a resonance, $J\propto\Gamma\omega/[(\Omega^2-\omega^2)^2+\Gamma^2\omega^2]$, is also ohmic at low frequency but has $\tau=(\Gamma^2-\Omega^2)/(\Gamma\Omega^2)$. For $\Gamma<\Omega$ this is negative and the precession is slower, not faster.

**Q.** Now use it on something: a memory cell with a perpendicular easy axis.

**A.** Let $E=-\frac12\mu H_kn_z^2$, so $\mathbf H=H_kn_z\hat{\mathbf z}$, where $H_k$ already includes the demagnetizing field. First isolate $\dot{\mathbf n}$. Taking $\mathbf n\times$ of the noise-free equation and using $\mathbf n\times(\mathbf n\times\dot{\mathbf n})=-\dot{\mathbf n}$,

$$\mathbf n\times\dot{\mathbf n}=-\gamma\,\mathbf n\times(\mathbf n\times\mathbf H)-\alpha\dot{\mathbf n}.$$

Insert this into the Gilbert equation:

$$(1+\alpha^2)\dot{\mathbf n}=-\gamma\,\mathbf n\times\mathbf H-\alpha\gamma\,\mathbf n\times(\mathbf n\times\mathbf H).$$

Its $z$ component is $(1+\alpha^2)\dot n_z=\alpha\gamma H_kn_z(1-n_z^2)$. With $n_z=\cos\theta$ this becomes $\dot\theta=-\lambda\sin\theta\cos\theta$, so

$$\frac{d}{dt}\tan\theta=\frac{\dot\theta}{\cos^2\theta}=-\lambda\tan\theta,\qquad\lambda=\frac{\alpha\gamma H_k}{1+\alpha^2}.$$

The decay law holds at any angle below $90^\circ$, not just for small tilts.

Take a disc of diameter 20 nm and thickness 2 nm, magnetization $M_s=1000$ emu/cm³, $H_k=5$ kOe, $\alpha=0.01$, $g=2$ and 300 K. Its volume is $\pi(10\ \text{nm})^2(2\ \text{nm})=6.28\times10^{-19}$ cm³, so $\mu=6.28\times10^{-16}$ emu. With $\gamma=1.759\times10^7$ rad/(s Oe), $S=\mu/\gamma=3.39\times10^4\hbar$ and $\eta\hbar=\alpha\hbar/S=2.95\times10^{-7}$. Small precession runs at 14.0 GHz. The ring-down time is

$$\frac1\lambda\simeq\frac1{0.01\times1.759\times10^7\times5000\ \text{s}^{-1}}=1.14\ \text{ns}.$$

In that time, without thermal noise, a tilt of $60^\circ$, with tangent 1.73, falls to a tangent of 0.637, or about $32.5^\circ$. At 300 K the fluctuating field scatters individual outcomes around this value with a standard deviation of about $9^\circ$.

**Q.** And the fluctuating field? It ought to reproduce equipartition.

**A.** Linearize about $n_z=1$, with $m_+=n_x+in_y$, $h_+=h_x+ih_y$ and $\omega_0=\gamma H_k$:

$$(1-i\alpha)\dot m_+=i\omega_0m_+-i\gamma h_+ .$$

For a component $e^{i\omega t}$ this gives $m_+=-\gamma h_+/[\omega(1-i\alpha)-\omega_0]$. Two field components contribute, so

$$\langle n_x^2+n_y^2\rangle=\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,\frac{4\alpha\gamma k_BT/\mu}{(\omega-\omega_0)^2+\alpha^2\omega^2}.$$

The denominator is a quadratic in $\omega$, and its reciprocal integrates to $\pi/(\alpha\omega_0)$. The damping cancels:

$$\langle n_x^2+n_y^2\rangle=\frac{2k_BT}{\mu H_k}.$$

This is equipartition for two quadratic energies $\frac12\mu H_kn_{x,y}^2$. For the disc, $\mu H_k/(2k_BT)=37.9$, so in this linear approximation the mean square tilt is $1/37.9=0.0264$ rad² and the rms tilt is $9.3^\circ$. The full Boltzmann average over the well gives $9.5^\circ$. The field itself has a one-sided density of 0.387 mOe/$\sqrt{\text{Hz}}$, or 12 Oe rms per axis in a 1 GHz band. So weak a field matters because, at $\omega=\omega_0$, the response is $|m_+|=|h_+|/(\alpha H_k)$, a gain of 100 over the static $|h_+|/H_k$.

**Q.** How close is this to a real cell?

**A.** The inputs are assumed round values, not data for a particular film. For an assumed bath memory $\tau=0.1$ ps, $\omega_0\tau=0.009$ and the relative frequency shift is $9\times10^{-5}$. Quantum mechanics replaces $k_BT$ in the noise by $(\hbar\omega/2)\coth(\hbar\omega/2k_BT)$, an increase of $4\times10^{-7}$ at $\omega_0$. Both are negligible here.

The single-spin assumption is the weak one. A non-uniform mode of wave number $k$ costs an added exchange field $2Ak^2/M_s$, with $A$ the exchange stiffness. For free edges the lowest pair in a disc of radius $R$ has $kR=1.841$, the first zero of $J_1'$, where $J_1$ is the Bessel function. With an assumed $A=10^{-6}$ erg/cm the added field is 6.8 kOe. Neglecting changes in the dipolar field, equipartition gives these two modes together a tilt variance of

$$\frac{2H_k}{H_k+2Ak^2/M_s}=\frac{2\times5}{5+6.8}=0.85$$

times that of the uniform mode. The neglected dipolar changes would lower this ratio by about 7%. The value $9.3^\circ$ therefore describes the disc's average direction (dipolar coupling to non-uniform modes shifts it to about $9.4^\circ$), while the local direction fluctuates more: averaged over the disc, these two modes alone raise its rms tilt to about $9.3^\circ\sqrt{1.85}$, which is between $12^\circ$ and $13^\circ$ with or without the dipolar changes. Modes of shorter wavelength add considerably more, so this is a lower estimate of the local tilt. Likewise, 37.9 is the barrier in units of $k_BT$ for coherent rotation; reversal through a non-uniform state is outside this model.

A real film also has an interface that singles out the normal, so nothing guarantees equal baths along all three axes. Unequal ones would in general make the damping depend on direction, and unequal static sums would add to the anisotropy. The present model cannot say by how much. The remaining figures are in the numerical output.

## Computed values

```
MODEL TESTS (|S| = 1, b = 1, dimensionless)
elimination identity, largest error: 2.0e-11
energy drift of small bath: 2.5e-11
Gilbert test: alpha 0.2, tilt 1.2 rad, time 5.0
error, displaced start, cutoff 20: 0.01226
error, displaced start, cutoff 40: 0.00611
error, undisplaced start, cutoff 20: 0.01273
error, undisplaced start, cutoff 40: 0.00631
error ratios 20/40: 2.01, 2.02
memory phase lead, full dynamics: 0.01986 rad
memory phase lead, formula: 0.01995 rad
three equal baths, b = 0, motion: 6.0e-16
one z bath: predicted turn 5.984 rad
one z bath: error of final spin 8.6e-04
noise integral variance, sampled: 4.939
same, white-noise formula: 5.000
same, with finite cutoff: 4.934
thermal mean S_z, full dynamics: 0.5460
its standard error: 0.0096
Langevin function at b/kT = 2: 0.5373
WORKED EXAMPLE: INPUTS
diameter 20 nm, thickness 2 nm
magnetization 1000 emu/cm^3, g = 2
effective anisotropy field 5.0 kOe
alpha 0.01, temperature 300 K
assumed bath memory time 0.1 ps
assumed exchange stiffness 1.0e-06 erg/cm
WORKED EXAMPLE: RESULTS
gamma: 1.7588e+07 rad/(s Oe)
moment: 6.283e-16 emu
spin: 33875 hbar
eta times hbar: 2.952e-07
precession frequency: 13.99 GHz
ring-down time: 1.137 ns
tan(theta) from 60 deg at t=1/(alpha w0): 0.63725
same, decay law: 0.63725
thermal field, one-sided: 0.387 mOe/sqrt(Hz)
rms field per axis in 1 GHz: 12.24 Oe
stability factor mu Hk/(2kT): 37.9
mean square tilt, noise integral: 0.02637 rad^2
mean square tilt, equipartition: 0.02637 rad^2
rms tilt: 9.30 deg
NEGLECTED EFFECTS
w0 tau: 8.79e-03
relative frequency shift: 8.79e-05
quantum excess of noise power at w0: 4.2e-07
hbar cutoff/kT: 0.203
disc mode root: 1.8412, by differences 1.8412
exchange field of first disc modes: 6.78 kOe
tilt variance, two such modes/uniform: 0.85
```
